The positronium ground-state splitting from spin-spin contact and virtual annihilation

**1. Definitions and conventions**

Positronium is an electron and a positron bound by their Coulomb attraction. Its 1S ground level consists of a singlet (total spin S = 0) and a triplet (S = 1). The quantity derived here is

ΔE = E(triplet) − E(singlet)

to leading order in the fine-structure constant α.

The algebra uses atomic units, ħ = m = e = 1, with Gaussian fields. Then c = 1/α, and the Hartree energy is E_h = α² m c². An energy written as 1/c² is therefore α² E_h, which is the same as α⁴ m c². The claim is

ΔE = (1/3 + 1/4) α² E_h = (7/12) α⁴ m c².

The electron has charge −1 and the positron +1. Both are described by the Dirac equation, and the positron is a hole, that is, an unoccupied negative-energy electron state. A hole has the opposite momentum and the opposite spin to the missing electron. The spin matrices are σ, and s = σ/2.

The splitting is small compared with the binding energy, so it is calculated in first order with the nonrelativistic wave function.

**2. The wave function at contact**

The reduced mass of two equal masses is 1/2, so the relative kinetic energy is −∇²/(2 × 1/2) = −∇²:

−∇²ψ − ψ/r = Eψ.

Try ψ = N exp(−κr). For this function ∇²ψ = (κ² − 2κ/r)ψ, so

−κ² + 2κ/r − 1/r = E.

The 1/r terms cancel for κ = 1/2, which leaves E = −1/4. Normalization requires

1 = 4πN² ∫₀^∞ r² exp(−r) dr = 8πN².

Hence

|ψ(0)|² = 1/(8π).

For an infinitely heavy positive charge the result would be 1/π. Halving the reduced mass doubles the length scale and dilutes the density eightfold.

**3. Which interactions can split the level**

Relative velocities in the atom are of order 1 = αc, so relativistic corrections to the energy are of order 1/c². They fall into four groups.

- Terms without spin, such as the relativistic kinetic energy, shift singlet and triplet equally.
- Terms with one spin operator have the form s·G, where G is a vector built from the orbital motion. An L = 0 state has no preferred direction, so the mean of G vanishes. Spin-orbit coupling is of this kind.
- Terms with both spins come from the exchange of a transverse photon. Their scalar part survives in an S state.
- The pair can annihilate into a virtual photon and be created again.

The last two must be calculated. States with L > 0 need a different treatment: their wave function vanishes at r = 0, while in their triplet levels the spin-orbit and tensor terms no longer average to zero.

**4. One formula for both photon processes**

In Coulomb gauge the Dirac Hamiltonian of a charge −1 contains the coupling α·A, where α here denotes the Dirac matrices. There is no A² term. In a box of volume V, a mode of wave vector k and frequency ω = ck enters as

A = √(2πc²/(ωV)) [ε a exp(ik·r) + h.c.].

Consider two acts of the current. Act X lowers the matter energy by E, and act Y raises it by E. The initial and final energies are then equal. Second-order perturbation theory divides by the initial energy minus the intermediate energy.

- X first: the matter has lost E and a photon is present. The denominator is E − ω.
- Y first: the matter has gained E and a photon is present. The denominator is −(E + ω).

Both orders have the same matrix elements. To see this, write the product of the two current operators as a normal-ordered product plus contractions. Inside the normal-ordered product the order of X and Y does not matter. A single contraction leaves a one-particle operator, which belongs to the mass and its radiative corrections. A double contraction is a vacuum energy. The Pauli principle is respected by the sum of all these terms, so no blocking factor is inserted in the normal-ordered part.

The common factor is therefore

(2πc²/(ωV)) [1/(E − ω) − 1/(E + ω)]
= (2πc²/(ωV)) × 2ω/(E² − ω²)
= 4πc²/[V(E² − ω²)]. (A)

Two limits are needed.

Exchange: the particles scatter with energy changes small compared with ω = cq, where q is the momentum transfer. Setting E = 0 gives −4π/(Vq²).

Annihilation: E is the pair energy, close to 2c², and the photon carries the total momentum of the atom, which tends to zero. Setting ω → 0 gives 4πc²/(4c⁴V) = +π/(c²V).

The opposite signs have a simple origin. In exchange both denominators are negative. In annihilation the order "annihilate first" passes through a state below the initial one and pushes the level up, while the other order pushes it down. Each diverges as ω → 0, but their sum is finite and positive. The numerical check diagonalizes model Hamiltonians with one field mode and a weak coupling g, for which second order suffices; the pair is represented by the collective excitation of many two-level systems. It confirms the sum over the two orders, g²/(E² − ω²) for a pair and −g²/ω² for static sources. The constant 4πc²/V, which plays the part of g², comes from the mode normalization above and is not tested by these models.

**5. Spin currents in photon exchange**

For small momentum p, the Dirac equation ties the small components of a spinor to the large ones. A positive-energy solution with upper part χ has a lower part l that obeys

cσ·p χ − c² l = c² l, so l = σ·p χ/(2c).

A negative-energy solution with lower part η has an upper part f that obeys

c² f + cσ·p η = −c² f, so f = −σ·p η/(2c).

Thus, to first order in 1/c,

u = (χ, σ·p χ/2c), w = (−σ·p η/2c, η).

Let the electron go from p to p′ = p + q. The Dirac matrix α_i exchanges upper and lower parts and applies σ_i, so

u′†α_i u = χ′†[σ_i σ·p + σ·p′ σ_i]χ/(2c).

From σ_iσ_j = δ_ij + iε_ijk σ_k,

σ_i σ·p = p_i + i(p×σ)_i,
σ·p′ σ_i = p′_i − i(p′×σ)_i.

The sum is (p + p′)_i − i(q×σ)_i. The first part is the current of a moving charge and contains no spin. The spin part of the electron element is

−(i/2c)(q×σ)_{a′a},

where a and a′ label the initial and final electron spinors.

In the centre-of-mass frame the positron goes from −p to −p′, so the missing electron changes from p to p′. Let b and b′ label the old and new holes. An electron leaves state b′ and fills state b, so the matrix element is

w_b†α_i w_b′ = −η_b†[σ·p σ_i + σ_i σ·p′]η_b′/(2c).

The bracket equals (p + p′)_i + i(q×σ)_i, and the spin part is again −(i/2c)(q×σ)_{bb′}.

A further sign comes from Fermi statistics. Let c_b† create an electron in the negative-energy state b, and let d_b† = c_b create a hole there. For b ≠ b′,

c_b† c_b′ = −c_b′ c_b† = −d_b′† d_b.

The hole therefore scatters with minus the electron matrix element. This is the statement that its charge is opposite. The same rule applied to the spin operator gives the positron spin

(s_p)_{b′b} = −½ σ_{bb′}.

**6. The contact interaction between the spins**

Multiply the exchange factor −4π/(Vq²) by the electron element and by minus the hole element:

W = (4π/(Vq²)) (−i/2c)² (q×σ)_{a′a}·(q×σ)_{bb′}
= −(π/(Vc²q²)) (q×σ)_{a′a}·(q×σ)_{bb′}.

Both vectors are perpendicular to q, so restricting the photon to transverse polarizations changes nothing. Now insert σ_{a′a} = 2s_e and σ_{bb′} = −2s_p:

W = (4π/(Vc²q²)) (q×s_e)·(q×s_p)
= (4π/(Vc²)) [s_e·s_p − (q·s_e)(q·s_p)/q²].

The density of an S state is spherical, so the first-order energy contains W averaged over the directions of q. The average of q_i q_j/q² is δ_ij/3, and

W → (4π/(Vc²)) (1 − 1/3) s_e·s_p = (8π/(3c²V)) s_e·s_p.

This does not depend on q. An interaction whose momentum matrix element is a constant U/V is Uδ(r) in coordinate space, so in S states

H_ss = (8π/(3c²)) s_e·s_p δ(r).

Classical magnetostatics gives the same operator. With g = 2 the moments are μ_e = −s_e/c and μ_p = +s_p/c. The field of a point dipole is

B = ∇×∇×(μ/r) = ∇(∇·(μ/r)) − μ∇²(1/r).

With ∇²(1/r) = −4πδ(r), the last term is +4πμδ(r). The spherical average of ∂_i∂_j(1/r) is −(4π/3)δ_ij δ(r), so the first term contributes −(4π/3)μδ(r). The sum is (8π/3)μδ(r). The energy −μ_p·B then reproduces H_ss.

The sign can be read from this picture. Parallel spins mean antiparallel moments, because the charges are opposite. At contact the field of a dipole points along its own moment, so antiparallel moments cost energy and the triplet lies higher.

The spin product follows from S² = (s_e + s_p)²:

s_e·s_p = ½[S(S+1) − 3/4 − 3/4],

which is 1/4 for S = 1 and −3/4 for S = 0. The difference is 1, and

ΔE_ss = (8π/(3c²)) × 1/(8π) = 1/(3c²) = α² E_h/3.

**7. Comparison with unequal masses**

Replace the positron by a positive Dirac particle of mass M (in electron masses) that is not the antiparticle of the electron. Its moment is s/(Mc), the reduced mass is μ = M/(1 + M), and the contact density is μ³/π. The splitting becomes

ΔE_ss = (8π/(3Mc²)) × μ³/π = 8μ³/(3Mc²).

At M = 1 this is 1/(3c²), as above. For large M it falls as 8/(3Mc²), because the heavy moment is weak. The electron cannot annihilate with such a particle, so the contribution derived next is absent.

**8. Which spin states can annihilate**

For a pair at rest, u = (χ, 0) and w = (0, η). In annihilation the electron drops from u into the hole w, with the current element

M = w†αu = η†σχ.

(The vector M is unrelated to the mass in the previous section.) A missing spin-down electron is a spin-up positron. The triplet state with both spins up therefore has χ = ↑ and η = ↓:

M = ⟨↓|σ|↑⟩ = (1, i, 0), |M|² = 2.

With both spins down, M = (1, −i, 0), and again |M|² = 2.

The two states with zero spin projection are built from (χ, η) = (↑, ↑) and (↓, ↓), whose elements are (0, 0, 1) and (0, 0, −1). The singlet is their sum divided by √2. To verify this, let the total spin ½(σ_{a′a}δ_{b′b} − σ_{bb′}δ_{a′a}) act on the amplitudes δ_ab/√2. The two terms give σ_{a′b′} − σ_{a′b′}, up to a common factor, which is zero. So

singlet: M = [(0, 0, 1) + (0, 0, −1)]/√2 = 0,
triplet, zero projection: M = [(0, 0, 1) − (0, 0, −1)]/√2 = (0, 0, √2).

The last state also has |M|² = 2. The three triplet vectors are mutually orthogonal, so annihilation does not mix the triplet states. The result reflects rotational symmetry: a single current is a vector, and a state of zero angular momentum cannot produce one.

**9. All three components of the current**

A photon has two transverse polarizations, yet all three triplet states must shift equally. At zero total momentum the word "transverse" has no meaning, so let the atom have a small total momentum K and take K → 0 at the end.

By (A), transverse photons contribute

4πc² |M_⊥|²/[V(E² − c²K²)],

where M_⊥ is the part of M perpendicular to K.

The third component is supplied by the Coulomb interaction, which in Fourier form is (1/2V) Σ_k (4π/k²) ρ_k†ρ_k. The term k = K is ρ_K†ρ_K, in which the pair is annihilated and then created. Since ρ_{−K} = ρ_K†, the term k = −K is ρ_Kρ_K†, with the opposite order. As in section 4, the normal-ordered parts of the two are equal, and together they cancel the factor ½. With ρ = w†u the contribution is

4π|ρ|²/(VK²).

To find ρ, give each particle momentum K/2. The missing electron then has momentum −K/2. With h(p) = cα·p + βc²,

h(K/2)u = (E/2)u, h(−K/2)w = −(E/2)w.

Take the matrix element of the difference of the two Hamiltonians:

w†[h(K/2) − h(−K/2)]u = (E/2 + E/2) w†u = Eρ.

The βc² terms cancel on the left, which becomes cK·w†αu = cK·M. This is charge conservation:

ρ = cK·M/E.

The factor K in ρ cancels the 1/K² of the Coulomb interaction:

4π|ρ|²/(VK²) = 4πc² |M_∥|²/(VE²),

where M_∥ is the part of M along K. As K → 0 and E → 2c², both prefactors become π/(c²V), and the sum is

(π/(c²V)) (|M_⊥|² + |M_∥|²) = (π/(c²V)) |M|².

The dependence on the direction of K has disappeared. The numerical check builds both parts from full Dirac spinors: the transverse part shifts two spin states, the Coulomb part shifts one, and together they shift the triplet uniformly.

**10. The annihilation shift**

With |M|² = 2 the matrix element is 2π/(c²V) for the triplet and zero for the singlet. The bound state is a superposition of pairs with different relative momenta, but at leading order M does not depend on the relative momentum. The matrix element is again a constant divided by V, so

H_ann = (2π/c²) P_triplet δ(r),

where P_triplet projects on S = 1. The first-order shift of the triplet is

ΔE_ann = (2π/c²) × 1/(8π) = 1/(4c²) = α² E_h/4.

Replacing E by 2c² neglects the binding energy, which is smaller than 2c² by a factor of order α². Treating the process as local requires the atom to be much larger than the length c/E = 1/(2c).

**11. The levels and their splitting**

The spin-dependent shifts are, in units of α² E_h,

triplet: (1/3)(1/4) + 1/4 = 1/12 + 1/4 = 1/3,
singlet: (1/3)(−3/4) + 0 = −1/4.

The difference is

ΔE = (1/3 + 1/4) α² E_h = (7/12) α² E_h = (7/12) α⁴ m c².

The level shifts repeat the fractions 1/3 and 1/4, but they are not the two contributions. The triplet shift contains both mechanisms. The singlet shift comes entirely from the spin-spin interaction.

**12. Worked example: the numbers for positronium**

The ground-state energy is −E_h/4 = −27.2114/4 = −6.803 eV. The wave function decays over 2 Bohr radii, or 1.058 Å, and the contact density is 0.2685 Å⁻³. The length 1/(2c) is 0.00193 Å. It is smaller than the decay length by a factor of about 550, which supports the contact form.

The energy unit of the splitting is α² E_h = 1.449 × 10⁻³ eV. Therefore

spin-spin: 1.449 × 10⁻³/3 = 4.83 × 10⁻⁴ eV,
annihilation: 1.449 × 10⁻³/4 = 3.62 × 10⁻⁴ eV,
total: 8.45 × 10⁻⁴ eV, or 204 GHz.

Annihilation supplies 3/7 of the total. Without it the predicted splitting would be too small by that fraction of the leading-order value.

**13. What the leading order leaves out**

The result assumes g = 2 for both particles, a single exchanged or annihilation photon, and first-order perturbation theory. Corrections to the magnetic moments, the radiative correction to the annihilation vertex, two-photon exchange, two-photon annihilation and vacuum polarization are omitted. They enter at relative order α. The product of α and the splitting is 6 × 10⁻⁶ eV, a little under one percent of ΔE. This indicates their scale and is not a bound, since their numerical coefficients have not been calculated here. The value 204 GHz is thus the leading-order prediction, and it is uncertain by an amount of the order of one percent until these further terms are calculated.

Computed values

```
INPUTS
fine-structure constant alpha      0.00729735
Hartree energy                     27.21139 eV
Bohr radius                        0.529177 angstrom
electron rest energy               510999.0 eV
alpha^2 Hartree                    1.44904e-03 eV
GROUND STATE (numerical radial solution)
1S energy                          -6.8028 eV
contact density |psi(0)|^2         0.26851 angstrom^-3
decay length of psi, 2 Bohr radii  1.0584 angstrom
pair-process range hbar/(2 m c)    0.001931 angstrom
CONTACT STRENGTHS FROM DIRAC SPINORS (times c^2, atomic units)
exchange, triplet minus singlet    8.37758
annihilation, triplet              6.28319
annihilation, singlet              0.00000
SHARES OF THE SPLITTING (in alpha^2 Hartree)
exchange                           0.33333
annihilation                       0.25000
sum                                0.58333
ENERGIES
exchange part                      4.8301e-04 eV
annihilation part                  3.6226e-04 eV
spin-dependent shift, triplet      4.8301e-04 eV
spin-dependent shift, singlet      -3.6226e-04 eV
total splitting                    8.4528e-04 eV
total splitting as frequency       204.39 GHz
scale of omitted terms, alpha*split 6.2e-06 eV
```
